Jellium virial theorem and the kinetic part of the correlation energy, part 2

How much of the correlation energy of the uniform electron gas is kinetic, and how much is potential? The answer gives the kinetic correction to a Kohn-Sham calculation in the local density approximation.

The gas has N electrons of mass m and charge −e in a periodic cube of side L and volume Ω = L³, with a uniform neutralizing background that expands with the cube. Its density is n = N/Ω, and the density parameter rs is defined by

Ω/N = (4π/3)(rs a0)³,  a0 = ħ²/(me²).

Units are Gaussian, and the hartree is e²/a0. In numerical output rs a0 is given in bohr, so its value equals rs. The energies per electron are e (total), t (kinetic) and v (potential, including the background); in e² the letter e is the charge.

In coordinates scaled by L, the kinetic operator is proportional to L⁻² and the potential operator to L⁻¹. From this, Part 1 proved, at fixed spin polarization,

2t + v = −rs de/drs,

t = −d(rs e)/drs,

v = (1/rs) d(rs² e)/drs.

It also showed that rs² e is concave for the ground state, and that the pressure of electrons and background together is N(2t + v)/(3Ω).

Part 1 tested the theorem on two parallel-spin electrons with conserved total wave vector K = 2π/L along one axis. At rs = 10, in a basis of 293 plane-wave pairs, the lowest state has

t = 0.025106 hartree,  v = −0.010517 hartree.

The reference for correlation is the free determinant: the determinant of plane waves that minimizes the kinetic energy at the given spin numbers. Its kinetic energy per electron is ts. Its potential energy per electron is ex, which is exchange energy because the background cancels its uniform mean charge. The correlation energy per electron ec, its kinetic part tc and its potential part vc are defined by

ec = e − ts − ex,

tc = t − ts,

vc = v − ex.

It follows that ec = tc + vc. The kinetic energy in ec is present because the interacting electrons do not occupy the free determinant. To avoid one another they admix plane waves outside it, which costs kinetic energy.

The free-gas energies

In the unpolarized infinite gas, each wave vector inside a sphere of radius kF holds two electrons. Counting them gives

n = 2 · (4πkF³/3)/(2π)³ = kF³/(3π²).

Since n = 3/[4π(rs a0)³],

kF = (9π/4)^(1/3)/(rs a0).

The kinetic energy is the average of ħ²k²/(2m) over the sphere:

ts = (ħ²/2m) · [∫₀^{kF} k⁴ dk]/[∫₀^{kF} k² dk]

= (ħ²/2m) · (kF⁵/5)/(kF³/3)

= 3ħ²kF²/(10m).

For exchange, first find the one-particle density matrix of one spin at separation r. With x = kF r,

γ(r) = ∫_{k<kF} exp(ik·r) d³k/(2π)³

= (1/2π²r) ∫₀^{kF} k sin(kr) dk

= (sin x − x cos x)/(2π²r³).

The spherical Bessel function j₁(x) = (sin x − x cos x)/x² and the relation kF³ = 3π²n turn this into

γ(r) = (3n/2) j₁(x)/x.

Antisymmetry lowers the pair density by γ² for each of the two spins. The factor ½ in the pair interaction prevents double counting, so

ex = (1/2n) ∫ (e²/r)(−2γ²) d³r

= −(4πe²/n) ∫₀^∞ r γ² dr

= −(9πe²n/kF²) ∫₀^∞ j₁(x)²/x dx.

The last integral follows from j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x:

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁(j₀ − 2j₁/x) = −4j₁²/x.

At x = 0, j₀ = 1 and j₁ = 0; at infinity both vanish. The integral is therefore 1/4. Substitution of n = kF³/(3π²) yields

ex = −(9πe²/4kF²) · kF³/(3π²) = −3e²kF/(4π).

Removing the free-gas contributions

Since kF is proportional to 1/rs, write

ts = C/rs²,  ex = −D/rs,

with C and D independent of rs. Their derivatives are

−d(rs ts)/drs = −d(C/rs)/drs = C/rs² = ts,

−d(rs ex)/drs = dD/drs = 0.

The kinetic formula applied to e = ts + ex + ec becomes

t = ts + 0 − d(rs ec)/drs.

Subtracting ts gives

tc = −d(rs ec)/drs = −ec − rs dec/drs.

For the potential energy,

(1/rs) d(rs² ts)/drs = (1/rs) dC/drs = 0,

(1/rs) d(rs² ex)/drs = (1/rs) d(−D rs)/drs = −D/rs = ex.

Subtracting ex from v leaves

vc = (1/rs) d(rs² ec)/drs = 2ec + rs dec/drs.

The derivation applies at any fixed spin polarization. Changing the polarization changes C and D but not the powers of rs, because the determinant uses the same scaled plane waves at every density. The polarization must be held fixed during differentiation.

Signs and limiting forms

The free determinant is an admissible trial state for the interacting problem, so e ≤ ts + ex and ec ≤ 0. It also minimizes kinetic energy at its spin numbers, so t ≥ ts and tc ≥ 0. Consequently

vc = ec − tc ≤ ec ≤ 0.

A correlation curve for the ground state must therefore make rs ec non-increasing.

If ec is independent of rs over some range, the formulas give tc = −ec and vc = 2ec. This is the pattern of second-order perturbation theory in a finite cell with a unique free state: two powers of the interaction contribute L⁻², and the energy denominator contributes L², leaving no dependence on L. If instead a high-density parametrization has the leading form

ec = A ln rs + B,

then rs dec/drs = A, and

tc = −A ln rs − A − B,

vc = 2A ln rs + A + 2B.

The constant A in these expressions must not be lost when the logarithm is differentiated.

Recovering the total from its potential part

Multiplying the formula for vc by rs gives d(rs² ec)/drs = rs vc. Integration from zero density parameter would give

rs² ec(rs) = ∫₀^{rs} r vc(r) dr,

provided that r² ec(r) tends to zero with r. To establish this for the infinite gas, let F(r) = r² e(r) and F(0) = C. Using the free determinant as a trial state gives F(r) ≤ C − D r. Concavity between 0 and a fixed b > r gives

F(r) ≥ (1 − r/b)C + (r/b)F(b).

Both bounds tend to C as r → 0. Hence r² ec = F − C + D r tends to zero. A concave function is the integral of its derivative in the interior of its domain, so the integral formula holds, including across isolated jumps in slope.

Putting r = λrs gives

ec(rs) = ∫₀¹ λ vc(λrs) dλ.

This is an integral over interaction strength at fixed density. Replacing e² by λe² changes the Bohr radius to a0/λ, and so changes rs to λrs. It changes the hartree by λ². The correlation part of the scaled interaction is thus λ²vc(λrs); division by λ gives the expectation value of the unscaled interaction, which is the integrand. The integral shows why vc at full strength is not itself the correlation energy: the kinetic cost must also be included.

Use with a correlation potential

A density-functional calculation needs, and the library used in the program returns, ec together with

μc = d(n ec)/dn.

Because n is proportional to rs⁻³, n d/dn = −(rs/3)d/drs. Therefore

μc = ec + n dec/dn = ec − (rs/3) dec/drs,

rs dec/drs = 3(ec − μc).

Substitution into the two correlation formulas gives

tc = −ec − 3(ec − μc) = 3μc − 4ec,

vc = 2ec + 3(ec − μc) = 5ec − 3μc.

No numerical differentiation is then needed. For a polarized gas, let ζ = (n↑ − n↓)/n and let μ↑ and μ↓ be the derivatives of n ec with respect to the spin densities. At fixed ζ, dn↑/dn = (1+ζ)/2 and dn↓/dn = (1−ζ)/2. The chain rule shows that the required μc is

μc = ½[(1+ζ)μ↑ + (1−ζ)μ↓].

For a non-uniform system, the local density approximation estimates the kinetic correction to the Kohn-Sham value as ∫ n(r) tc(n(r)) d³r, with the local polarization also supplied when necessary. The gas relation is proved here; its use at each point of a non-uniform density is an approximation.

Use with tabulated energies

If only energies are available, a derivative can be formed from four neighbouring values. For f(rs) = rs ec and step s,

f′(rs) ≈ {8[f(rs+s) − f(rs−s)] − [f(rs+2s) − f(rs−2s)]}/(12s).

Taylor expansion of the two differences gives

f(rs+s) − f(rs−s) = 2s f′ + s³f‴/3 + s⁵f⁽⁵⁾/60 + …,

f(rs+2s) − f(rs−2s) = 4s f′ + 8s³f‴/3 + 32s⁵f⁽⁵⁾/60 + ….

Eight times the first minus the second removes the cubic term. After division by 12s, the leading error is −s⁴f⁽⁵⁾/30.

A small step reduces this error but magnifies noise. If the four energies have independent standard errors σ and s is much smaller than rs, the standard error of tc is approximately

σ(rs/s)√(8²+8²+1²+1²)/12 = 0.95σ rs/s.

For s/rs = 0.005 this is 190σ. That step suits a smooth formula or accurate eigenvalues, while noisy energies call for a wider step or a fit. The fit should be judged by its slope as well as by its energies: an error δ(rs) in ec produces an error −δ − rs dδ/drs in tc.

The correlation parts in the two-electron cell

The cell of Part 1 does not have a filled shell, since the second electron could take any of six wave vectors of length 2π/L. Within the conserved sector of total wave vector K, however, the free determinant of lowest kinetic energy is unique, with wave vectors 0 and K, and the definitions and sign arguments above apply within that sector. At rs = 10 the results are

ts = 0.023927 hartree,  ex = −0.007836 hartree.

Subtracting them from the interacting expectation values gives

tc = 0.025106 − 0.023927 = 0.001179 hartree,

vc = −0.010517 + 0.007836 = −0.002681 hartree.

Their sum is ec = −0.001502 hartree. Differentiating ec at neighbouring densities gives the same tc and vc to the digits shown. Integrating r vc from zero to rs = 10 also recovers ec. These comparisons are tests of the formulas in an interacting system. Reducing the basis from 293 to 108 pairs changes ec by about 0.02 percent of its value.

The infinite gas at rs = 2

For the unpolarized infinite gas, the Perdew-Wang parametrization, in the form the program takes from its functional library, gives at rs = 2

ec = −0.044759 hartree,  μc = −0.051493 hartree.

The kinetic part is

tc = 3(−0.051493) − 4(−0.044759)

= −0.154479 + 0.179036 = 0.02456 hartree.

The potential part is

vc = 5(−0.044759) − 3(−0.051493)

= −0.223795 + 0.154479 = −0.06932 hartree.

The inputs are rounded here, while the program retains more digits; this affects the sixth decimal place. In electronvolts, ec = −1.218, tc = 0.668 and vc = −1.886. Treating all of ec as potential energy would miss a kinetic correction of 0.668 eV per electron. The last digits belong to the fit, not to the gas: the Vosko-Wilk-Nusair and Perdew-Zunger parametrizations give 0.662 and 0.678 eV, a spread of about 0.01 eV either way.

The free-gas values at this density are ts = 0.2762 and ex = −0.2291 hartree. The complete energies are therefore

t = 0.2762 + 0.0246 = 0.3008 hartree,

v = −0.2291 − 0.0693 = −0.2984 hartree,

e = t + v = 0.0024 hartree.

The near-cancellation in e does not imply that either part is small. It also does not imply zero pressure, since 2t + v = 0.3032 hartree.

The exchange integral evaluated by quadrature is −0.229077 hartree, against −0.229083 hartree from the formula. The quadrature stops at x = 200. By the derivative identity above, the omitted integral is (j₀² + j₁²)/4 at that point, approximately 1/(4·200²). Relative to the full value 1/4 this is 2.5 × 10⁻⁵, which accounts for the difference.

How the division changes with density

The same parametrization gives the following energies in hartree:

rs = 1: ec = −0.0598, tc = 0.0367, vc = −0.0965

rs = 2: ec = −0.0448, tc = 0.0246, vc = −0.0693

rs = 5: ec = −0.0282, tc = 0.0124, vc = −0.0407

rs = 10: ec = −0.0186, tc = 0.0066, vc = −0.0251

The ratio tc/|ec| falls from 0.61 at rs = 1 to 0.35 at rs = 10. A fixed fraction of ec is therefore unsuitable as a kinetic correction over this range. The program tests the potential-based formulas against finite differences at these four densities, and tests the signs tc > 0 and vc < 0 on a grid from rs = 0.5 to 50.

With this parametrization, e has a minimum at rs ≈ 4.185. There

e = −0.0775,  t = 0.0775,  v = −0.1550 hartree,

so 2t + v = 0 within the tested tolerance of 10⁻⁶ hartree. For the infinite gas t and v are themselves obtained from the slope of the same curve, so this check and the finite-difference comparison above confirm the algebra and the numerics only; the independent test of the theorem is the two-electron cell. The minimum at rs ≈ 4.185 is the density at which the pressure of the gas vanishes and the familiar relation v = −2t applies.

Where the formulas need modification

The derivatives require e² and m to remain fixed. A constant effective mass and a constant dielectric screening merely redefine the Bohr radius and the energy unit. If either depends on density, its derivative adds a term.

An interaction with a fixed screening length also breaks the L⁻¹ scaling, because the ratio of that length to L changes with density. A fixed lattice potential does the same. In such cases the derivative of the Hamiltonian must include the additional explicit dependence on L, and the formulas above cannot be used unchanged. The numerical check concerns the Coulomb gas with its uniform neutralizing background.

Values computed for the example and the checks

```
Two parallel-spin electrons in a periodic cube
rs = 10.0 bohr, cube side L = 20.3098 bohr
basis pairs: large 293, small 108
cell e  = 0.01458888 hartree
cell t  = 0.02510610 hartree
cell v  = -0.01051723 hartree
cell ts = 0.02392695 hartree
cell ex = -0.00783635 hartree
cell ec = -0.00150172 hartree
cell tc = 0.00117915 hartree
cell vc = -0.00268088 hartree
2t + v from the state      = 0.03969498 hartree
-rs de/drs from energies   = 0.03969498 hartree
-d(rs ec)/drs              = 0.00117915 hartree
(1/rs) d(rs^2 ec)/drs      = -0.00268088 hartree
ec from integral of r vc   = -0.00150172 hartree
ec in the small basis      = -0.00150149 hartree
second difference of rs^2 e, step 1 bohr = -0.001883 hartree bohr^2
Infinite unpolarized gas, Perdew-Wang 1992 correlation
rs = 2: ts = 0.276238, by quadrature 0.276238 hartree
rs = 2: ex = -0.229083, by quadrature -0.229077 hartree
rs (bohr); ec, mu_c, tc, vc (hartree)
 1.0  -0.059774  -0.067458  0.036719  -0.096493
 2.0  -0.044759  -0.051493  0.024560  -0.069319
 5.0  -0.028216  -0.033476  0.012436  -0.040653
10.0  -0.018572  -0.022578  0.006556  -0.025128
rs = 2 in eV: ec = -1.2180, tc = 0.6683, vc = -1.8863
rs = 2: t = 0.300797, v = -0.298402, e = 0.002395, 2t + v = 0.303193 hartree
minimum of e at rs = 4.1850 bohr, e = -0.077495 hartree
there t = 0.077495, v = -0.154991 hartree
there |2t + v| = 6.7e-10 hartree
```
